# Path-integral beads for a harmonic mode and for diamond at 300 K: verification in Python

```python
# Result under test: a harmonic mode (angular frequency omega) in a P-bead
# primitive path integral has, with x = beta*hbar*omega, a = x/P, sinh(s) = a/2,
#   Z_P = 1/(2 sinh(P s)),  E_P = (hbar omega/2) coth(P s)/sqrt(1 + a^2/4),
# and relative energy deficit (E - E_P)/E -> (a^2/8)(1 - x/(3 sinh x)),
# always between 0 and a^2/8.
# Energies inside functions are in units of hbar*omega; hbar = m = omega = 1.
import math
import numpy as np
from scipy import constants as const


def closed_energy(x, beads):
    s = np.arcsinh(x / (2 * beads))
    return 0.5 / np.tanh(beads * s) / np.cosh(s)


def exact_energy(x):
    return 0.5 / np.tanh(x / 2)


def level_sum_energy(x):
    n = np.arange(4000)
    weight = np.exp(-x * n)
    return np.sum((n + 0.5) * weight) / np.sum(weight)


def mode_sum_energy(x, beads):
    a = x / beads
    k = np.arange(beads)
    return np.sum(a**2 / (a**2 + 4 * np.sin(np.pi * k / beads)**2)) / x


def grid_log_partition(x, beads):
    """ln Z_P from the product of short-time density matrices on a grid."""
    q, step = np.linspace(-8, 8, 161, retstep=True)
    eps = x / beads
    qi, qj = q[:, None], q[None, :]
    kernel = np.exp(-(qi - qj)**2 / (2 * eps) - eps * (qi**2 + qj**2) / 4)
    kernel *= step / math.sqrt(2 * math.pi * eps)
    return math.log(np.trace(np.linalg.matrix_power(kernel, beads)))


def virial_energy(x, beads):
    """m omega^2 <q^2> from the inverse of the Gaussian bead matrix."""
    eps = x / beads
    one = np.eye(beads)
    ring = 2 * one - np.roll(one, 1, axis=0) - np.roll(one, -1, axis=0)
    return eps * np.linalg.inv(ring + eps**2 * one)[0, 0]


def leading_deficit(x, beads):
    return (x / beads)**2 / 8 * (1 - x / (3 * math.sinh(x)))


# Partition function and energy against the definition
for x in (1.0, 3.0, 6.2):
    for beads in (1, 2, 3, 8, 22):
        s = math.asinh(x / (2 * beads))
        log_z = -math.log(2 * math.sinh(beads * s))
        assert abs(grid_log_partition(x, beads) - log_z) < 1e-8
        d = 1e-3  # central difference: truncation error below 1e-6
        slope = (grid_log_partition(x + d, beads)
                 - grid_log_partition(x - d, beads)) / (2 * d)
        assert abs(-slope - closed_energy(x, beads)) < 2e-6
        assert abs(virial_energy(x, beads) - closed_energy(x, beads)) < 1e-9
        assert abs(mode_sum_energy(x, beads) - virial_energy(x, beads)) < 1e-9

# Exact energy, error coefficient and order of convergence
for x in (0.5, 2.0, 6.2, 15.0):
    reference = level_sum_energy(x)
    assert abs(reference - exact_energy(x)) < 1e-10
    err1 = 1 - mode_sum_energy(x, 400) / reference
    err2 = 1 - mode_sum_energy(x, 800) / reference
    assert abs(err1 / leading_deficit(x, 400) - 1) < 1e-3
    assert abs(math.log2(err1 / err2) - 2) < 1e-3

# Strict bound for all bead numbers, also where a is not small
for x in (0.1, 1.0, 6.0, 30.0):
    for beads in (1, 2, 5, 20, 64):
        deficit = 1 - mode_sum_energy(x, beads) / level_sum_energy(x)
        assert 0 < deficit < (x / beads)**2 / 8

# Cold limit at fixed P: the energy tends to P k_B T
assert abs(200.0 * virial_energy(200.0, 4) / 4 - 1) < 2e-3

# Worked example: top phonon of diamond, rough wavenumber as input
wavenumber = 1300.0  # cm^-1, rough size to two figures
temperature = 300.0  # K
quantum = const.h * const.c * wavenumber * 100  # J
mev = quantum / const.e * 1000
x_top = quantum / (const.k * temperature)
e_top = level_sum_energy(x_top)


def top_deficit(beads):
    return 1 - mode_sum_energy(x_top, beads) / e_top


nodes, weights = np.polynomial.legendre.leggauss(60)
ratio = (nodes + 1) / 2  # omega/omega_max
debye_weight = 1.5 * weights * ratio**2  # normalized density of modes
assert abs(debye_weight.sum() - 1) < 1e-12
debye_exact = np.sum(debye_weight * ratio * exact_energy(x_top * ratio))


def debye_deficit(beads):
    energy = closed_energy(x_top * ratio, beads)
    return 1 - np.sum(debye_weight * ratio * energy) / debye_exact


def guaranteed_beads(x, tol):
    return math.ceil(x / math.sqrt(8 * tol))


def smallest_beads(deficit_function, x, tol):
    """Smallest P from which on every larger P also meets the tolerance."""
    beads = guaranteed_beads(x, tol)
    assert deficit_function(beads) <= tol
    while beads > 1 and deficit_function(beads - 1) <= tol:
        beads -= 1
    return beads


print(f"input wavenumber (rough): {wavenumber:.0f} cm^-1")
print(f"temperature: {temperature:.0f} K")
print(f"hbar*omega: {mev:.1f} meV")
print(f"k_B T: {const.k * temperature / const.e * 1000:.2f} meV")
print(f"x = beta*hbar*omega: {x_top:.3f} (no unit)")
print(f"exact mode energy: {e_top * mev:.2f} meV")
print(f"bracket 1 - x/(3 sinh x): {1 - x_top / (3 * math.sinh(x_top)):.4f}")

p_one = smallest_beads(top_deficit, x_top, 0.01)
print("P | a = x/P | E_P (meV) | deficit (%) | leading law (%)")
for beads in sorted({1, 4, 8, 16, p_one, 32, 64}):
    print(f"{beads} | {x_top / beads:.3f} | "
          f"{mode_sum_energy(x_top, beads) * mev:.2f} | "
          f"{100 * top_deficit(beads):.3f} | "
          f"{100 * leading_deficit(x_top, beads):.3f}")

print("tolerance (%) | x/sqrt(8 tol) | guaranteed P | top mode P | Debye P")
for tol in (0.05, 0.01, 0.001):
    p_top = smallest_beads(top_deficit, x_top, tol)
    p_debye = smallest_beads(debye_deficit, x_top, tol)
    assert p_debye <= p_top
    print(f"{100 * tol:.1f} | {x_top / math.sqrt(8 * tol):.2f} | "
          f"{guaranteed_beads(x_top, tol)} | {p_top} | {p_debye}")

print(f"Debye-model total deficit at P = {p_one}: "
      f"{100 * debye_deficit(p_one):.3f} %")
thermal = e_top - 0.5
print(f"thermal part of top-mode energy: {thermal * mev:.3f} meV")
print(f"bead error of top mode at P = {p_one}: "
      f"{top_deficit(p_one) * e_top * mev:.3f} meV")
tol_thermal = 0.1 * thermal / e_top
print(f"P for error below a tenth of the thermal part: "
      f"{smallest_beads(top_deficit, x_top, tol_thermal)}")
x_cold = quantum / (const.k * 100.0)
print(f"x at 100 K: {x_cold:.3f} (no unit)")
print(f"guaranteed P at 100 K for 1 %: {guaranteed_beads(x_cold, 0.01)}")
print(f"P*T sufficient for 1 %: "
      f"{x_top * temperature / math.sqrt(0.08):.0f} K")
print("checks complete")
```

Output:

```
input wavenumber (rough): 1300 cm^-1
temperature: 300 K
hbar*omega: 161.2 meV
k_B T: 25.85 meV
x = beta*hbar*omega: 6.235 (no unit)
exact mode energy: 80.91 meV
bracket 1 - x/(3 sinh x): 0.9919
P | a = x/P | E_P (meV) | deficit (%) | leading law (%)
1 | 6.235 | 25.85 | 68.047 | 481.935
4 | 1.559 | 63.98 | 20.922 | 30.121
8 | 0.779 | 75.43 | 6.766 | 7.530
16 | 0.390 | 79.43 | 1.830 | 1.883
22 | 0.283 | 80.11 | 0.981 | 0.996
32 | 0.195 | 80.53 | 0.467 | 0.471
64 | 0.097 | 80.81 | 0.117 | 0.118
tolerance (%) | x/sqrt(8 tol) | guaranteed P | top mode P | Debye P
5.0 | 9.86 | 10 | 10 | 8
1.0 | 22.04 | 23 | 22 | 18
0.1 | 69.71 | 70 | 70 | 56
Debye-model total deficit at P = 22: 0.638 %
thermal part of top-mode energy: 0.317 meV
bead error of top mode at P = 22: 0.794 meV
P for error below a tenth of the thermal part: 111
x at 100 K: 18.704 (no unit)
guaranteed P at 100 K for 1 %: 67
P*T sufficient for 1 %: 6613 K
checks complete
```
